Noise and bias in two-cell extrapolation of charged defect energies

**Problem**

A vacancy of charge qe, with q = 2, sits in an amorphous oxide. Its formation energy is computed in periodic cubic cells of edge L₁ = 1.0 nm and L₂ = 1.5 nm, with a uniform background that neutralizes each cell. The two energies are extrapolated to infinite size by a straight line in 1/L. Each formation energy, after subtraction of the host energy, carries a structural error of zero mean and standard deviation s = 0.05 eV. The errors in the two cells are independent.

Treat the host as a uniform medium of static permittivity ε = 12, and the defect charge as a Gaussian of standard deviation w = 0.15 nm along each axis. Take E∞ = 1.0 eV as the true mean formation energy at a fixed Fermi level. Gaussian units are used, with e² = 1.4400 eV nm.

(a) Show why the energy is linear in 1/L to leading order, and find the slope and the next term.

(b) Find the extrapolated energy and its standard deviation. How does the answer change if the errors are correlated, bounded or dependent on size?

(c) Trace the amplification to its source, and compare the ways of reducing it.

(d) Find the bias that averaging cannot remove, and the effect of the noise on the defect concentration at 600 K.

**Solution**

**(a) The finite-size law**

The Gaussian charge has Fourier components qe exp(−G²w²/2). Its electrostatic energy per cell is a sum over reciprocal vectors, from which the background removes G = 0. The isolated charge has the same energy with the sum replaced by an integral, which equals q²e²/(2√π ε w). The finite-size error is therefore (q²e²/ε) D, with

D(w) = (2π/L³) Σ′ exp(−G²w²)/G² − 1/(2√π w),

where the prime means G ≠ 0. Differentiate with respect to w²:

dD/d(w²) = −(2π/L³) Σ′ exp(−G²w²) + 1/(4√π w³).

Poisson summation over all G, including zero, gives

(2π/L³) Σ exp(−G²w²) = [1/(4√π w³)] Σ_R exp(−R²/4w²),

where R runs over the lattice vectors. The R = 0 term cancels the last term of the derivative. The nearest terms with R ≠ 0 each have the relative size exp(−L²/4w²). All terms with R ≠ 0 together come to about 10⁻⁴ of the R = 0 term in the smaller cell. They change the energy there by less than 10⁻⁵ eV, and they are dropped. The primed sum lacks the G = 0 term, and this leaves

dD/d(w²) = 2π/L³, so D(w) = D(0) + 2πw²/L³.

D(0) belongs to a point charge. It is an inverse length, and L is the only length left, so D(0) = −α/(2L) with α a pure number. The reciprocal sum gives α = 2.8373. A separate real-space sum takes the potential at one charge from neutral cells, each made of a point charge and a uniform cube. Removing G = 0 sets the mean potential to zero, so the mean potential of this lattice, π/6 in units of the charge over L, must be subtracted. The result is −α in the same units, with α = 2.8374. Hence

E(L) = E∞ − A/L + B/L³,

A = αq²e²/(2ε), B = 2πq²e²w²/ε.

The numbers are

A = 2.8373 × 4 × 1.4400/(2 × 12) = 0.681 eV nm,

B = 2π × 4 × 1.4400 × 0.15²/12 = 0.0679 eV nm³.

The slope term lowers the energy because the attraction between the charges and the background outweighs the repulsion of the charges for one another and of the background for itself. Part (b) keeps this term alone; the cubic term returns in (d).

**(b) The extrapolated energy and its noise**

Multiply each energy by its cell edge:

L₁E₁ = L₁E∞ − A, L₂E₂ = L₂E∞ − A.

Subtraction removes A:

E∞ = (L₂E₂ − L₁E₁)/(L₂ − L₁) = 3E₂ − 2E₁.

Without noise E₁ = 0.319 eV and E₂ = 0.546 eV, and the formula returns 1.0 eV. The weights 3 and −2 sum to one, so an error common to both cells passes through unamplified. Independent errors δ₁ and δ₂ do not cancel in this way. Their cross term averages to zero, and the variance is

Var(E∞) = 3²s² + 2²s² = 13s².

For general edges the standard deviation is

s∞ = s √(L₁² + L₂²)/(L₂ − L₁).

Here s∞ = 3.606 × 0.05 eV = 0.180 eV. Only the variances and the independence were used, so the errors need not be Gaussian. If they are, the chance that the extrapolated energy lies within 0.05 eV of the truth is erf[s/(√2 s∞)], or 21.8 percent.

*Bounded errors.* If 0.05 eV is a hard bound instead of a standard deviation, the worst case is (3 + 2)s = 0.250 eV. It occurs when the errors have opposite signs. With +0.05 eV in the small cell and −0.05 eV in the large one,

3 × 0.496 − 2 × 0.369 = 0.750 eV.

*Correlated errors.* If ⟨δ₁δ₂⟩ = ρs², the cross term 2 × 3 × (−2)ρs² survives:

Var(E∞) = (13 − 12ρ)s².

For ρ = 0.5 the noise is 0.132 eV, and for ρ = 1 it is s itself. Negative correlation makes it larger than the independent value.

*Errors that shrink with size.* Suppose that the error averages over the cell volume, so that its standard deviation falls as L^(−3/2). The large cell then has 0.0272 eV, and

s∞ = √[(2 × 0.05)² + (3 × 0.0272)²] = 0.129 eV.

Whether a given source of noise behaves in this way has to be found by computing several structures at each size.

**(c) The source of the amplification, and its remedies**

Let x = 1/L, with mean x̄ = (x₁ + x₂)/2 = 0.833 nm⁻¹, and let Ē be the mean of the two energies. The fitted line passes through (x̄, Ē), so

E∞ = Ē + x̄ A_fit, A_fit = (E₂ − E₁)/(x₁ − x₂).

The errors of Ē and A_fit are proportional to δ₁ + δ₂ and δ₂ − δ₁. Their covariance is proportional to ⟨δ₂²⟩ − ⟨δ₁²⟩, which vanishes for equal variances. The two contributions therefore add in quadrature:

Var(E∞) = s²/2 + x̄² × 2s²/(x₁ − x₂)².

The mean energy contributes 0.0354 eV. The fitted slope has a noise of √2 × 0.05/(1/3) = 0.212 eV nm and contributes 0.833 × 0.212 = 0.177 eV. Nearly all the noise thus comes from finding the slope from two points that are close together in 1/L and far from 1/L = 0.

*Take the slope from theory.* Part (a) supplies A without a fit. Correct each energy by A/L and average the two. If A has an independent error σ_A, then

Var(E∞) = s²/2 + x̄²σ_A².

A 10 percent error in A gives 0.067 eV. Comparison with the previous variance shows that the calculated slope gives less noise whenever σ_A is below 0.212 eV nm, which is 31 percent of A. At fixed q the main uncertainty in A is that of ε. This part of the error is shared by all the structures, so computing more of them does not reduce it.

*Use a larger second cell.* With r = L₂/L₁ the amplification is √(1 + r²)/(r − 1). It diverges as r → 1, where the two cells no longer determine a slope, and tends to 1 as r → ∞, where the large cell needs no correction. Cells of 1.0 and 2.0 nm give √5 × 0.05 = 0.112 eV.

*Add a third cell.* For a least-squares line through n cells the slope is

A_fit = −Σ(xᵢ − x̄)Eᵢ/S, S = Σ(xᵢ − x̄)².

Its variance is s²/S. It is uncorrelated with Ē because Σ(xᵢ − x̄) = 0. Therefore

Var(E∞) = s²(1/n + x̄²/S).

Cells of 1.0, 1.5 and 2.0 nm give 0.104 eV. This is little better than the outer two alone, because the middle cell changes both S (0.125 to 0.130 nm⁻²) and x̄ (0.750 to 0.722 nm⁻¹) only slightly, so the dominant term x̄²/S falls only from 4.5 to 4.0. A second independent structure at 2.0 nm in its place gives 0.087 eV.

*Average over structures.* With n₁ independent structures in the small cell and n₂ in the large one,

Var(E∞) = s²(4/n₁ + 9/n₂).

By the Cauchy–Schwarz inequality

(4/n₁ + 9/n₂)(n₁ + n₂) ≥ (2 + 3)² = 25,

with equality when n₁ : n₂ = 2 : 3. Bringing the noise back to 0.05 eV thus takes at least 25 structures, 10 small and 15 large. This split minimizes the number of structures, not the computing time, since a large cell costs more than a small one.

**(d) Bias and concentration**

A term C/L³ in the energy shifts the fitted intercept by

ΔE∞ = C(L₂⁻² − L₁⁻²)/(L₂ − L₁) = −C(L₁ + L₂)/(L₁²L₂²).

For these cells ΔE∞ = −1.11 C, with C in eV nm³. The finite width of the charge has C = B and gives −0.075 eV. If the exact A is used instead of a fit, the same term gives +0.044 eV, the mean of B/L³ over the two cells. Neither value depends on the number of structures.

Elastic energy adds a similar term. Suppose the defect would expand the cell by ΔV, but the volume is held at L³. Compression by v needs a pressure Kv/L³, where K is the bulk modulus, so the stored energy is

∫₀^ΔV (Kv/L³) dv = KΔV²/(2L³).

With K = 100 GPa and ΔV = 0.01 nm³ this is 0.031 eV in the small cell, and it shifts the intercept by −0.035 eV. This compares the held cell with one that is free to expand. The free cell is not the isolated defect, however. All its images expand together, and this uniform expansion puts its energy below that of the isolated defect by another term of order 1/L³. Measured from the isolated defect, only part of the stored energy remains. For a defect that pushes equally in all directions in an isotropic solid, the elastic term is multiplied by (1 + ν)/[3(1 − ν)], where ν is Poisson's ratio. At ν = 0.3 this factor is 0.62, which leaves an elastic bias of −0.021 eV. Together with the charge width the bias is then −0.10 eV. The change of screening close to the defect is left out.

A vibrational free energy behaves differently. Summing the levels of an oscillator of quantum ħω gives the free energy kT ln[2 sinh(ħω/2kT)]. If three modes soften from 40 to 32 meV, the change at 600 K is

3kT ln[sinh(32 meV/2kT)/sinh(40 meV/2kT)] = −0.036 eV.

If it is the same in both cells, it shifts E∞ by this amount and no more, because the weights sum to one.

In the dilute limit the equilibrium concentration is proportional to exp(−E∞/kT). At 600 K, kT = 0.0517 eV. An error of one standard deviation changes the concentration by a factor

exp(0.1803/0.0517) ≈ 33,

against 2.6 for an error of 0.05 eV. This holds at a fixed Fermi level. If the vacancies themselves supply the electrons, the response is weaker: more vacancies raise the Fermi level, and this raises the formation energy of a positive defect.

**The real case**

The parameters are illustrative, chosen with an oxygen vacancy in amorphous indium-gallium-zinc oxide in mind, and 600 K is a plausible annealing temperature. The charge width and the relaxation volume are assumed, not computed for this material, so the biases in (d) show only a possible size. Vacancy energies in such a disordered network can differ from site to site by several tenths of an eV, so s = 0.05 eV suits an average over many sites better than a single vacancy. For s = 0.3 eV the same factor of 3.606 gives about 1.1 eV. That site-to-site spread is also a property of the material and not merely an error. The extrapolation estimates the mean energy, whereas the concentration in the dilute limit follows the mean of exp(−E/kT) over the sites. Since the exponential is convex, this mean is at least as large as the exponential evaluated at the mean energy, and low-energy sites dominate it when the spread is several times kT. The dilute limit fails when the spread is so wide that these sites have energies near or below zero. For a Gaussian spread s the largest contribution comes from E = E∞ − s²/kT, which is −0.74 eV for s = 0.3 eV at 600 K. The exponential then overestimates the concentration about a hundredfold. For independent sites at a fixed Fermi level, and vacancies in a single charge state, the mean of 1/[1 + exp(E/kT)] takes its place, since no site can hold more than one vacancy. Real films may also keep vacancies frozen in from deposition, in which case the equilibrium factor of 33 does not describe their actual content. The numerical output lists most of the values used in parts (a) to (d). Its elastic bias of −0.035 eV is the value before multiplication by the factor 0.62.

Computed results

```
small cell edge L1: 1.0 nm
large cell edge L2: 1.5 nm
noise s of each energy: 0.05 eV
defect charge q: 2 e
static permittivity: 12
defect charge width: 0.15 nm
chosen E_inf: 1.0 eV
e^2: 1.4400 eV nm
Madelung constant, reciprocal sum: 2.8373
Madelung constant, real-space sum: 2.8374
slope coefficient A: 0.681 eV nm
cubic coefficient B: 0.0679 eV nm^3
E(L1), noise-free, pure 1/L law: 0.319 eV
E(L2), noise-free, pure 1/L law: 0.546 eV
weight of E(L1): -2.0
weight of E(L2): 3.0
amplification factor: 3.606
noise of E_inf, formula: 0.1803 eV
noise of E_inf, random trials: 0.1802 eV
worst case if s is a hard bound: 0.250 eV
E_inf from errors +s at L1, -s at L2: 0.750 eV
chance of error below s (Gaussian): 21.8 percent
noise of E_inf, correlation 0.5: 0.132 eV
noise at L2 if it falls as L^-1.5: 0.0272 eV
noise of E_inf in that case: 0.129 eV
noise of fitted A: 0.212 eV nm
same, relative to A: 31 percent
part of noise from mean energy: 0.0354 eV
part of noise from fitted slope: 0.1768 eV
noise, A from theory with 10% error: 0.0669 eV
third cell edge L3: 2.0 nm
noise of E_inf from L1 and L3: 0.112 eV
noise of E_inf from L1, L2, L3: 0.104 eV
structures needed to return to s: 25
of these at L1: 10
of these at L2: 15
bias from charge width, fitted slope: -0.075 eV
bias from charge width, exact A: 0.044 eV
bulk modulus: 100 GPa
relaxation volume: 0.01 nm^3
elastic energy in small cell: 0.031 eV
bias from elastic energy: -0.035 eV
temperature: 600 K
kT: 0.0517 eV
concentration factor for s: 2.6
concentration factor for noise of E_inf: 33
mode energy before softening: 40 meV
vibrational shift, 3 modes 20% softer: -0.036 eV
```
